\section*{Inverse permittivity of a quantum critical ferroelectric: T squared with logarithms}

\section{What has to be decided}

Suppose the inverse permittivity of a displacive ferroelectric, tuned to its zero-temperature transition, is to be turned into an anharmonic coefficient, or extrapolated to lower temperature. One must decide whether a constant coefficient of $T^2$ is good enough. Within self-consistent phonons the power is two, but the coefficient drifts logarithmically. It can also be far below its first-order value: in the example below, reading the anharmonic coefficient $b$ from the first-order formula at 10~K, with all other parameters held fixed, gives only 39\% of the true model value. The cure is a quadratic equation, derived here.

\section{Model and conventions}

SI units are used. The soft polarization $\mathbf P$ has the energy density
\begin{equation}
\mathcal E=\frac m2\dot{\mathbf P}^2+\frac a2\mathbf P^2
+\frac\kappa2|\nabla\mathbf P|^2+\frac b4(\mathbf P^2)^2 ,
\qquad b>0,
\label{energy}
\end{equation}
to which the depolarizing energy of longitudinal waves is added. Here $m$ is an inertia coefficient, not a mass. The gradient term is taken as isotropic, and wavevectors fill a sphere of radius $\Lambda$. Strain, damping, disorder and higher anharmonicity are left out.

Let $r$ be the renormalized stiffness, which replaces $a$ once fluctuations are included. A uniform transverse field $E$ gives $P=E/r$. With a background permittivity $\varepsilon_\infty$,
\begin{equation}
\varepsilon_r=\varepsilon_\infty+\frac1{\varepsilon_0r},
\qquad
\frac1{\varepsilon_r}
=\frac{\varepsilon_0r}{1+\varepsilon_\infty\varepsilon_0r}
\simeq\varepsilon_0r ,
\label{eps}
\end{equation}
the last form holding near criticality, where $\varepsilon_\infty\varepsilon_0r\ll1$. The task is to find $r(T)$.

A longitudinal wave produces the field $-P/(\varepsilon_0\varepsilon_\infty)$, which stiffens it. There are therefore two transverse branches and one longitudinal branch:
\begin{equation}
\omega_T^2=\frac rm+c^2q^2,\qquad
\omega_L^2=\omega_T^2+\Omega^2,\qquad
c^2=\frac\kappa m,\quad
\Omega^2=\frac1{m\varepsilon_0\varepsilon_\infty}.
\end{equation}
An oscillator of inertia $m$ has variance $\hbar(\tfrac12+n)/(m\omega)$, with $n(\omega)=1/(e^{\hbar\omega/kT}-1)$. Hence
\begin{equation}
S(r,T)=\langle\mathbf P^2\rangle
=\int_{q<\Lambda}\!\frac{d^3q}{(2\pi)^3}\,\frac\hbar m
\left[2\,\frac{\frac12+n(\omega_T)}{\omega_T}
+\frac{\frac12+n(\omega_L)}{\omega_L}\right].
\label{S}
\end{equation}

\section{The self-consistency condition}

Take as trial system the harmonic one with stiffness $r$, and let $F_0$ be its free energy per volume. The Gibbs--Bogoliubov inequality bounds the true free energy by $F=F_0+\langle\mathcal E-\mathcal E_0\rangle_0$. The kinetic, gradient and depolarizing terms cancel in the difference.

The quartic average is needed. Cubic symmetry gives $\langle P_iP_j\rangle=\delta_{ij}S/3$, and pairing Gaussian variables gives
\begin{equation}
\langle(\mathbf P^2)^2\rangle
=\sum_{ij}\left[\langle P_i^2\rangle\langle P_j^2\rangle
+2\langle P_iP_j\rangle^2\right]
=S^2+2\cdot3\left(\frac S3\right)^2=\frac53S^2 .
\end{equation}
Therefore
\begin{equation}
F(r)=F_0+\frac{a-r}2S+\frac{5b}{12}S^2 .
\end{equation}
Since $r$ enters the trial energy as $r\mathbf P^2/2$, $\partial F_0/\partial r=S/2$. This cancels the $-S/2$ from differentiating $(a-r)$, leaving
\begin{equation}
\frac{\partial F}{\partial r}
=\frac12\frac{\partial S}{\partial r}
\left(a-r+\frac{5b}3S\right)=0 .
\end{equation}
A stiffer mode fluctuates less, so $\partial S/\partial r\neq0$ and the bracket vanishes:
\begin{equation}
r=a+gS(r,T),\qquad g=\frac{5b}3 .
\label{gap}
\end{equation}
Criticality is taken here to mean that the nonpolar state just becomes soft, $r=0$ at $T=0$, so $a_c=-gS(0,0)$. At this value of $a$,
\begin{equation}
r=g\,[S(r,T)-S(0,0)] .
\label{crit}
\end{equation}
The critical crystal has a negative bare stiffness, which zero-point motion just compensates.

\section{The three contributions}

Define
\begin{equation}
y=\frac{\hbar\sqrt{r/m}}{kT},\qquad
\theta=\frac{\hbar c\Lambda}{kT},\qquad
u=\frac{g\hbar}{\pi^2m^2c^3}.
\end{equation}
Thus $r=m(kT/\hbar)^2y^2$; $y$ is the gap in thermal units and $u$ the dimensionless coupling. The regime is $\theta\gg1$.

\subsection{Thermal transverse modes: the source of $T^2$}

Substitute $q=kTx/(\hbar c)$ and $\omega_T=kT\epsilon/\hbar$, with $\epsilon=\sqrt{x^2+y^2}$. Then $q^2dq/\omega_T=(kT/\hbar)^2x^2dx/(c^3\epsilon)$, and the thermal part of (\ref{crit}) is
\begin{equation}
\frac{2g\hbar}{m}\frac1{2\pi^2}\int\frac{q^2n}{\omega_T}dq
=m\left(\frac{kT}\hbar\right)^2uJ(y),\qquad
J=\int_0^\infty\frac{x^2dx}{\epsilon(e^\epsilon-1)} .
\end{equation}
Extending the upper limit from $\theta$ to infinity costs a term of order $\theta e^{-\theta}$. At zero gap, expanding the Bose factor gives
\begin{equation}
J(0)=\sum_{n\ge1}\int_0^\infty xe^{-nx}dx
=\sum_{n\ge1}\frac1{n^2}=\frac{\pi^2}6 .
\end{equation}

For the dependence on the gap, write $f(\epsilon)=1/[\epsilon(e^\epsilon-1)]$. It depends on $x^2+y^2$ only, so $\partial f/\partial(y^2)=(2x)^{-1}\partial f/\partial x$. Integration by parts gives
\begin{equation}
\frac{dJ}{d(y^2)}=\frac12\int_0^\infty x\frac{\partial f}{\partial x}dx
=-\frac12K,\qquad K(y)=\int_0^\infty f\,dx .
\label{dJ}
\end{equation}
The pole expansion of the Bose function is
\begin{equation}
f=\frac1{\epsilon^2}-\frac1{2\epsilon}
+2\sum_{n\ge1}\frac1{\epsilon^2+(2\pi n)^2}.
\end{equation}
Integrate each term up to a large $X$. The first tends to $\pi/(2y)$ and the second to $-\frac12\ln(2X/y)$. In the sum, $y$ may be set to zero with an error of order $y^2$, which leaves, with $N=X/2\pi$,
\begin{equation}
\sum_{n\ge1}\frac{h(n/N)}n,\qquad
h(s)=\frac1\pi\arctan\frac1s,\quad h(0)=\frac12 .
\end{equation}
Separate $h(0)\sum_{n\le N}1/n\to\frac12(\ln N+\gamma)$, where $\gamma$ is Euler's constant. The remainder becomes an integral as $N\to\infty$:
\begin{equation}
\int_0^1\frac{h(s)-\frac12}s\,ds+\int_1^\infty\frac{h(s)}s\,ds=0 .
\end{equation}
It vanishes because $h(s)-\frac12=-h(1/s)$, so that $s\to1/s$ turns the first integral into minus the second. The logarithms of $X$ cancel, and
\begin{equation}
K=\frac\pi{2y}+\frac12\left[\ln\frac y{4\pi}+\gamma\right]+O(y^2).
\end{equation}
Integrating (\ref{dJ}) over $y^2$ from zero, with $\int_0^{y^2}\ln\sqrt s\,ds=y^2(\ln y-\frac12)$, yields
\begin{equation}
J=\frac{\pi^2}6-\frac{\pi y}2
-\frac{y^2}4\left[\ln\frac y{4\pi}+\gamma-\frac12\right]+O(y^4).
\label{J}
\end{equation}
The linear term comes from $1/\epsilon^2$, the classical part of the Bose function: a gap removes long waves that would otherwise be strongly excited.

\subsection{Transverse zero-point motion}

Put $p=\sqrt{r/\kappa}$, so $\omega_T=c\sqrt{q^2+p^2}$. The change from the gapless state contributes
\begin{equation}
\frac{g\hbar}{2\pi^2mc}\,I,\qquad
I=\int_0^\Lambda q^2\left(\frac1{\sqrt{q^2+p^2}}-\frac1q\right)dq .
\end{equation}
The integral is elementary. For $p\ll\Lambda$,
\begin{align}
I&=\frac\Lambda2\sqrt{\Lambda^2+p^2}
-\frac{p^2}2\operatorname{arsinh}\frac\Lambda p-\frac{\Lambda^2}2\\
&\simeq\frac{p^2}4-\frac{p^2}2\ln\frac{2\Lambda}p
=-\frac{p^2}2\left[\ln\frac{2\Lambda}p-\frac12\right].
\end{align}
With $p^2=r/(mc^2)$ and $\Lambda/p=\theta/y$, the contribution to $r$ is
\begin{equation}
-\frac u4\,r\left[\ln\frac{2\theta}y-\frac12\right].
\label{zp}
\end{equation}
It is negative because opening a gap reduces zero-point fluctuations, and with them the stiffening they supply.

\subsection{Longitudinal modes}

For $kT\ll\hbar\Omega$ their thermal part is exponentially small. Their zero-point part may be linearized, since $r\ll m\Omega^2$. Using $\partial\omega_L^{-1}/\partial r=-1/(2m\omega_L^3)$ and $s=cq/\Omega$, the contribution is $-A_Lr$ with
\begin{align}
A_L&=\frac{g\hbar}{8\pi^2m^2}\int_0^\Lambda
\frac{q^2dq}{(\Omega^2+c^2q^2)^{3/2}}
=\frac u8\int_0^\lambda\frac{s^2ds}{(1+s^2)^{3/2}}\\
&=\frac u8\left[\operatorname{arsinh}\lambda
-\frac\lambda{\sqrt{1+\lambda^2}}\right],\qquad
\lambda=\frac{c\Lambda}\Omega .
\end{align}
The depolarizing gap removes any infrared logarithm here.

\section{The result to implement}

Divide the sum of the three contributions by $m(kT/\hbar)^2$:
\begin{equation}
y^2=u\left\{J(y)-\frac{y^2}4\left[\ln\frac{2\theta}y-\frac12\right]\right\}
-A_Ly^2 .
\label{sum}
\end{equation}
On inserting (\ref{J}), the two logarithms of $y$ cancel:
\begin{equation}
\ln\frac y{4\pi}+\gamma-\frac12+\ln\frac{2\theta}y-\frac12
=\ln\frac\theta{2\pi}+\gamma-1 .
\end{equation}
Dividing by $u$ and collecting $y^2$ gives
\begin{equation}
Dy^2+\frac\pi2y=\frac{\pi^2}6,\qquad
D=\frac{1+A_L}u+\frac14\left[\ln\frac{\hbar c\Lambda}{2\pi kT}
+\gamma-1\right].
\label{quad}
\end{equation}
The positive root is
\begin{equation}
y=\frac\pi{4D}\left(\sqrt{1+\frac{8D}3}-1\right),\qquad
r=m\left(\frac{kT}\hbar\right)^2y^2 .
\label{result}
\end{equation}
This is $T^2$ times a function of $\ln T$. Equation (\ref{eps}) converts it to permittivity.

The local exponent measures the drift. From (\ref{quad}), $dD/d\ln T=-\frac14$. Differentiating the quadratic gives
\begin{equation}
-\frac{y^2}4+\left(2Dy+\frac\pi2\right)\frac{dy}{d\ln T}=0,
\end{equation}
and since $r\propto T^2y^2$,
\begin{equation}
\frac{d\ln r}{d\ln T}=2+\frac2y\frac{dy}{d\ln T}
=2+\frac y{4Dy+\pi}.
\label{slope}
\end{equation}
For $\theta\gg1$, a power-law fit therefore returns an exponent above two, by 0.05 to 0.07 in the example below and by more at stronger coupling. The size of this excess belongs to self-consistent phonons, and nearer the cutoff temperature the exponent falls below two (1.90 at 80~K in the example).

If the zero-point part is frozen at its gapless value, (\ref{sum}) becomes $y^2=uJ(y)$. Temperature has dropped out, $y$ is constant and $r\propto T^2$ without a logarithm. Within this approximation, the drift thus comes from the response of zero-point motion to the thermal gap.

\section{Two limits}

\paragraph{Weak coupling.} For $u\ll1$ and $u\ln\theta\ll1$, $D\simeq1/u$ and $y^2\simeq u\pi^2/6$, so
\begin{equation}
r_{\rm bare}=m\left(\frac{kT}\hbar\right)^2\frac{\pi^2u}6
=\frac{5b(kT)^2}{18\hbar mc^3}.
\label{bare}
\end{equation}
At fixed $\theta$, the leading correction as $u\to0$ comes from the linear term in (\ref{quad}). Its size relative to $\pi^2/6$ is $3y/\pi\simeq3\sqrt{u/6}$, hence $r\simeq r_{\rm bare}(1-1.22\sqrt u)$. The square root makes convergence slow: even $u=0.01$ leaves a correction of 12\%.

\paragraph{Zero temperature.} At fixed $u$, $D\simeq\frac14\ln\theta$ eventually dominates. Expanding (\ref{result}) for large $D$,
\begin{equation}
y^2\simeq\frac{\pi^2}{6D}\left(1-2\sqrt{\frac3{8D}}\right)
\simeq\frac{2\pi^2}{3\ln\theta}\left(1-\sqrt{\frac6{\ln\theta}}\right).
\end{equation}
For the nonpolar state, the strict asymptote is $r\propto T^2/\ln(1/T)$, with a coefficient independent of $b$. A correction below 10\% needs $\ln\theta$ of at least several hundred, which no experiment reaches. Implementations should use (\ref{result}), not this limit.

The coefficient $2\pi^2/3$ belongs to self-consistent phonons. The approximation keeps the quartic vertex bare, whereas corrections to that vertex enter $y^2$ at order $u^2\ln\theta$, the same order as the first logarithm kept here.

\section{Worked example}

The round inputs are $c=6000$~m/s, $\Lambda=8$~nm$^{-1}$, $\varepsilon_\infty=5$, $\hbar\Omega=100$~meV and $b=6\times10^9$~J\,m$^5$/C$^4$. They give $g=10^{10}$~J\,m$^5$/C$^4$, $m=9.786\times10^{-19}$~J\,m\,s$^2$/C$^2$ and
\begin{equation}
u=\frac{10^{10}\,(1.0546\times10^{-34})}
{\pi^2(9.786\times10^{-19})^2(6000)^3}=0.5165 .
\end{equation}
The cutoff temperature is $\hbar c\Lambda/k=366.6$~K, and $A_L=6.2\times10^{-4}$ is negligible. At 10~K, $\theta=36.66$ and
\begin{align}
D&=1.937+\tfrac14(1.764+0.577-1)=2.272,\\
y&=\frac\pi{9.09}\left(\sqrt{7.06}-1\right)=0.573,\\
r&=9.786\times10^{-19}(1.309\times10^{12})^2(0.573)^2
=5.50\times10^5\ \mathrm{J\,m/C^2}.
\end{align}
Thus $1/\varepsilon_r=4.87\times10^{-6}$, or $\varepsilon_r=2.05\times10^5$.

The table comes from solving (\ref{crit}) numerically, with Gauss--Legendre quadrature in $\ln q$ and a bracketed root search in $\ln r$. The exponent is a centred logarithmic difference over temperatures 1\% either side.

\begin{center}
\begin{tabular}{ccccc}
$T$ (K) & $y$ & $1/\varepsilon_r$ & $r/r_{\rm bare}$ & exponent\\
0.1 & 0.501 & $3.72\times10^{-10}$ & 0.295 & 2.050\\
1 & 0.533 & $4.21\times10^{-8}$ & 0.334 & 2.058\\
5 & 0.560 & $1.16\times10^{-6}$ & 0.369 & 2.065\\
10 & 0.573 & $4.87\times10^{-6}$ & 0.386 & 2.069\\
20 & 0.587 & $2.05\times10^{-5}$ & 0.405 & 2.073
\end{tabular}
\end{center}

All rows follow the nonpolar state. At 0.1~K, though not at 1~K, a trial state with a small uniform polarization, and separate stiffnesses along and across it, has a lower free energy at the same $a$. Self-consistent phonons thus make this transition weakly first order, as they are known to do even where the true transition is continuous. The 0.1~K row therefore illustrates the formula and is not a prediction for a crystal.

Equation (\ref{result}) differs from these inverse permittivities by less than 0.02\% of the numerical value. From 1 to 20~K the coefficient $r/T^2$ grows by 21\%, which a $T^2$ plot over a narrow range would hide.

The small ratio $r/r_{\rm bare}$ is mostly not logarithmic. At 10~K the three terms of $y^2/u$ are
\begin{equation}
\frac{\pi^2}6-\frac{\pi y}2-\left(D-\frac1u\right)y^2
=1.645-0.900-0.110=0.635 .
\end{equation}
The loss of classical long waves removes over half of the bare term; the part containing the logarithm removes 7\%.

\section{Detuning and real crystals}

If $a=a_c+\delta$ with $\delta>0$, a stiffness $r_0$ survives at $T=0$. Equation (\ref{zp}) and the longitudinal term give
\begin{equation}
r_0\left\{1+A_L+\frac u4\left[
\ln\frac{2c\Lambda}{\sqrt{r_0/m}}-\frac12\right]\right\}=\delta .
\end{equation}
For $kT\ll\hbar\sqrt{r_0/m}$, $y$ is large and $\epsilon\simeq y+x^2/2y$, so
\begin{equation}
J\simeq\frac{e^{-y}}y\int_0^\infty x^2e^{-x^2/2y}dx
=\sqrt{\frac{\pi y}2}\,e^{-y}.
\end{equation}
The thermal change is exponentially small, and the $T^2$ law is lost. In the example, $\delta=10^6$~J\,m/C$^2$, only 0.3\% of $|a_c|=3.21\times10^8$~J\,m/C$^2$, gives $r_0=6.44\times10^5$~J\,m/C$^2$ and a gap of 6.2~K. At 0.5~K the numerical thermal change of $r$ is $2.4\times10^{-5}$ of the critical $r$ at that temperature.

The chosen speed and longitudinal energy are of the order found in perovskite oxides, but the critical permittivities are far from typical: quantum paraelectric oxides saturate at roughly $10^4$ at low temperature. One assumption they break is perfect tuning. In the model, the small detuning above already caps $\varepsilon_r$ near $1.8\times10^5$, against $2.4\times10^7$ for the critical case at 1~K. A cap of $2\times10^4$ corresponds to $r_0\simeq5.6\times10^6$~J\,m/C$^2$ and, since the gap scales as $\sqrt{r_0}$, to about 18~K. Hardly any window is then left between that gap and the 367~K cutoff: at 40~K, (\ref{result}) gives only about two thirds of the detuned stiffness, and at 80~K the finite cutoff already causes a 5\% error in (\ref{result}) even for perfect tuning. Strain coupling and disorder can change the low-temperature behaviour further; their size is not estimated here.

For a fit, use (\ref{result}) only where $kT$ lies well below $\hbar c\Lambda$ and well above any residual gap. With detuning present, solve (\ref{gap}) with $a=a_c+\delta$ instead. Compute $S(r,T)$ and $S(0,0)$ on the same wavevector grid, because their difference is much smaller than either, and refine the grid towards $q=0$, where the gap sets the scale.
